# When a Fermi surface meets a zone face at right angles: a numerical check

```python
# Result under test: a Fermi surface meets a zone face at a right angle only if
# the normal slope n.grad E vanishes. A mirror parallel to the face enforces this
# for a nondegenerate band (fcc square face); the fcc hexagonal face has no such
# mirror, and a many-wave calculation gives oblique incidence there.
# Symbols: k, K, q in units of 2 pi/a; energies in eV; n = face normal;
# phi = angle in the hexagonal face at L, measured from the direction L -> K point;
# tilt = arcsin(n.grad E/|grad E|), the signed departure from a right angle.
import numpy as np
from scipy.constants import hbar, m_e, e, pi
from scipy.optimize import brentq

A_LAT = 4.0                      # angstrom
V111, V200 = 0.5, 1.0            # eV
E_FERMI, E_NECK = 8.5, 7.0       # eV
K_UNIT = 2 * pi / A_LAT          # 1/angstrom
E0 = hbar**2 * (K_UNIT * 1e10)**2 / (2 * m_e * e)

L = np.array([0.5, 0.5, 0.5])
G = np.array([1.0, 1.0, 1.0])
N_HEX = G / np.sqrt(3)
E1 = np.array([1.0, 1.0, -2.0]) / np.sqrt(6)
E2 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
X = np.array([0.0, 0.0, 1.0])
N_SQ = np.array([0.0, 0.0, 1.0])


def make_basis(center, r2max):
    """Reciprocal vectors in a sphere about the face center, and the potential."""
    r = range(-8, 9)
    K = np.array([(i, j, l) for i in r for j in r for l in r
                  if (i - j) % 2 == 0 and (j - l) % 2 == 0])
    K = K[((center - K)**2).sum(axis=1) <= r2max + 1e-9]
    d2 = ((K[:, None, :] - K[None, :, :])**2).sum(axis=2)
    return K, V111 * (d2 == 3) + V200 * (d2 == 4)


def solve(k, basis, scale=1.0):
    K, W = basis
    return np.linalg.eigh(np.diag(E0 * ((k - K)**2).sum(axis=1)) + scale * W)


def gradient(k, basis, band, scale=1.0):
    """Gradient from wave weights, eV per (2 pi/a)."""
    c = solve(k, basis, scale)[1][:, band]
    return 2 * E0 * (c**2) @ (k - basis[0])


def tilt(g, n):
    return np.degrees(np.arcsin(g @ n / np.linalg.norm(g)))


def in_face(phi_deg):
    p = np.radians(phi_deg)
    return np.cos(p) * E1 + np.sin(p) * E2


def radius(phi, basis, band, energy, kappa=0.0):
    """Distance from the L axis to the Fermi surface at height kappa off the face."""
    def f(q):
        k = L + q * in_face(phi) + kappa * N_HEX
        return solve(k, basis)[0][band] - energy
    return brentq(f, 0.0, 0.61, xtol=1e-13)


def clean(x, digits):
    return round(float(x), digits) + 0.0


full = make_basis(L, 30)
print(f"Lattice constant: {A_LAT:.1f} angstrom; 2pi/a = {K_UNIT:.4f} 1/angstrom")
print(f"V111 = {V111:.2f} eV, V200 = {V200:.2f} eV, E_F = {E_FERMI:.2f} eV")
print(f"Free-electron energy at L: {E0 * L @ L:.4f} eV")
eL = solve(L, full)[0]
print(f"Two lowest levels at L: {eL[0]:.4f}, {eL[1]:.4f} eV")
print(f"Waves in full basis: {len(full[0])}")

# Lowest-band contour on the hexagonal face
print("Hexagonal face, lowest band, E = E_F:")
print("phi(deg)  q(2pi/a)  n.gradE(eV angstrom)  tilt(deg)")
angles = {}
for phi in range(0, 61, 10):
    q = radius(phi, full, 0, E_FERMI)
    g = gradient(L + q * in_face(phi), full, 0)
    angles[phi] = tilt(g, N_HEX)
    print(f"{phi:5d}  {q:10.5f}  {clean(g @ N_HEX / K_UNIT, 4):12.4f}"
          f"  {clean(angles[phi], 3):16.3f}")
assert abs(angles[0]) > 1.0
assert abs(angles[30]) < 1e-7                       # twofold axis in the face
for phi in (0, 10, 20):
    assert abs(angles[phi] + angles[60 - phi]) < 1e-6
    assert angles[phi] * angles[0] > 0

# Tilt from weights against the slope of the traced Fermi curve (vertical mirror plane)
h = 1e-4
for band in (0, 1):
    q = radius(0, full, band, E_FERMI)
    k = L + q * E1
    g = gradient(k, full, band)
    slope = (radius(0, full, band, E_FERMI, h)
             - radius(0, full, band, E_FERMI, -h)) / (2 * h)
    traced = np.degrees(np.arctan(-slope * np.sign(g @ E1)))
    traced *= np.sign(g @ E1)
    from_weights = np.degrees(np.arctan((g @ N_HEX) / (g @ E1)))
    assert abs(traced - from_weights) < 0.01
    levels = solve(k, full)[0]
    gap = levels[1] - levels[0]
    assert gap > 0.05 and levels[2] - levels[1] > 0.05
    print(f"Band {band + 1}, phi=0: q = {q:.5f} (2pi/a), tilt from weights"
          f" {tilt(g, N_HEX):.3f} deg, traced curve {traced:.3f} deg")
    print(f"  gap between bands 1 and 2 at this point: {gap:.4f} eV")
    # periodicity: same gradient on the opposite face
    assert np.max(np.abs(gradient(k - G, full, band) - g)) < 1e-3

# Contributions of the waves to the normal slope, lowest band, phi = 0
k = L + radius(0, full, 0, E_FERMI) * E1
K = full[0]
weight = solve(k, full)[1][:, 0]**2
i0 = int(np.where((K == 0).all(axis=1))[0][0])
iG = int(np.where((K == 1).all(axis=1))[0][0])
i3 = int(np.where((K == [1, 1, -1]).all(axis=1))[0][0])
part = 2 * E0 * weight * ((k - K) @ N_HEX) / K_UNIT
print(f"Weights of k, k-(1,1,1), k-(1,1,-1): {weight[i0]:.4f},"
      f" {weight[iG]:.4f}, {weight[i3]:.4f}")
print(f"Normal slope from first two waves: {part[i0] + part[iG]:.4f} eV angstrom")
print(f"Normal slope from all other waves: "
      f"{part.sum() - part[i0] - part[iG]:.4f} eV angstrom")

# From two waves to convergence
print("Lowest band, phi=0, growing basis:")
series = {}
for r2 in (1, 3, 5, 7, 19, 30):
    basis = make_basis(L, r2)
    q = radius(0, basis, 0, E_FERMI)
    series[r2] = tilt(gradient(L + q * E1, basis, 0), N_HEX)
    print(f"  {len(basis[0]):4d} waves: q = {q:.5f} (2pi/a),"
          f" tilt = {clean(series[r2], 3):.3f} deg")
assert abs(series[1]) < 1e-8
assert abs(series[19] - series[30]) < 0.01

# Weak-potential formula against diagonalization, both bands
k = L + 0.3 * E1
T = E0 * ((k - K)**2).sum(axis=1)
other = np.ones(len(K), bool)
other[[i0, iG]] = False
W = full[1]
imbalance = np.sum((W[i0, other]**2 - W[iG, other]**2) / (T[i0] - T[other]))
leading = E0 * np.linalg.norm(G) * imbalance / (2 * abs(V111))
for band, sign in ((0, -1), (1, 1)):
    exact = gradient(k, full, band, 1e-3) @ N_HEX / 1e-3
    assert abs(exact / (sign * leading) - 1) < 0.01
print(f"At q=0.3 (2pi/a), phi=0: S1-S2 = {imbalance:.6f} eV")
print(f"Weak-potential slope, lowest band: {-leading / K_UNIT:.5f} eV angstrom")
for s in (0.001, 0.1, 1.0):
    ratio = gradient(k, full, 0, s) @ N_HEX / (-s * leading)
    print(f"  potential scaled by {s:g}: exact/weak-potential slope = {ratio:.4f}")

# Cubic and angular law close to L
g1 = gradient(L + 0.01 * E1, full, 0) @ N_HEX
g2 = gradient(L + 0.02 * E1, full, 0) @ N_HEX
g20 = gradient(L + 0.01 * in_face(20), full, 0) @ N_HEX
assert abs(g2 / g1 - 8) < 0.16
assert abs(g20 / g1 - 0.5) < 0.01
print(f"Near L: slope ratio on doubling q = {g2 / g1:.4f}")
print(f"Near L: slope ratio phi=20 deg to phi=0 = {g20 / g1:.4f}")
q = radius(0, full, 0, E_NECK)
neck = tilt(gradient(L + q * E1, full, 0), N_HEX)
assert abs(neck) < abs(angles[0])
print(f"Small neck, E = {E_NECK:.2f} eV: q = {q:.5f} (2pi/a), tilt = {neck:.4f} deg")

# Square face of the same crystal: parallel mirror present
square = make_basis(X, 30)
p = np.radians(20.0)
d = np.array([np.cos(p), np.sin(p), 0.0])
q = brentq(lambda s: solve(X + s * d, square)[0][0] - E_FERMI, 0.0, 0.35)
t_sq = tilt(gradient(X + q * d, square, 0), N_SQ)
assert abs(t_sq) < 1e-7
print(f"Square face, 20 deg from [100]: q = {q:.5f} (2pi/a),"
      f" tilt = {clean(t_sq, 3):.3f} deg")

# Exception: degenerate bands of the empty lattice, mirror present
k = X + np.array([0.2, 0.1, 0.0])
low = [solve(k + s * N_SQ, square, 0.0)[0][0] for s in (-1e-5, 0.0, 1e-5)]
inside, outside = (low[1] - low[0]) / 1e-5, (low[2] - low[1]) / 1e-5
assert abs(inside - 2 * E0) < 1e-3 and abs(outside + 2 * E0) < 1e-3
print(f"Empty lattice, square face: one-sided slopes {inside / K_UNIT:.4f},"
      f" {outside / K_UNIT:.4f} eV angstrom")
print("OK")
```

It prints:

```
Lattice constant: 4.0 angstrom; 2pi/a = 1.5708 1/angstrom
V111 = 0.50 eV, V200 = 1.00 eV, E_F = 8.50 eV
Free-electron energy at L: 7.0506 eV
Two lowest levels at L: 6.4307, 7.1464 eV
Waves in full basis: 168
Hexagonal face, lowest band, E = E_F:
phi(deg)  q(2pi/a)  n.gradE(eV angstrom)  tilt(deg)
    0     0.47295       -1.1340           -11.735
   10     0.47282       -0.9696           -10.040
   20     0.47256       -0.5459            -5.661
   30     0.47244        0.0000             0.000
   40     0.47256        0.5459             5.661
   50     0.47282        0.9696            10.040
   60     0.47295        1.1340            11.735
Band 1, phi=0: q = 0.47295 (2pi/a), tilt from weights -11.735 deg, traced curve -11.735 deg
  gap between bands 1 and 2 at this point: 0.5728 eV
Band 2, phi=0: q = 0.39225 (2pi/a), tilt from weights 7.188 deg, traced curve 7.188 deg
  gap between bands 1 and 2 at this point: 0.6401 eV
Weights of k, k-(1,1,1), k-(1,1,-1): 0.4373, 0.5491, 0.0092
Normal slope from first two waves: -1.1591 eV angstrom
Normal slope from all other waves: 0.0251 eV angstrom
Lowest band, phi=0, growing basis:
     2 waves: q = 0.45538 (2pi/a), tilt = 0.000 deg
     8 waves: q = 0.46288 (2pi/a), tilt = -10.449 deg
    14 waves: q = 0.46609 (2pi/a), tilt = -10.782 deg
    22 waves: q = 0.47287 (2pi/a), tilt = -11.365 deg
    90 waves: q = 0.47295 (2pi/a), tilt = -11.735 deg
   168 waves: q = 0.47295 (2pi/a), tilt = -11.735 deg
At q=0.3 (2pi/a), phi=0: S1-S2 = 0.009886 eV
Weak-potential slope, lowest band: -0.10248 eV angstrom
  potential scaled by 0.001: exact/weak-potential slope = 1.0003
  potential scaled by 0.1: exact/weak-potential slope = 1.0250
  potential scaled by 1: exact/weak-potential slope = 1.2808
Near L: slope ratio on doubling q = 8.0086
Near L: slope ratio phi=20 deg to phi=0 = 0.5000
Small neck, E = 7.00 eV: q = 0.24724 (2pi/a), tilt = -1.2675 deg
Square face, 20 deg from [100]: q = 0.15893 (2pi/a), tilt = 0.000 deg
Empty lattice, square face: one-sided slopes 11.9694, -11.9694 eV angstrom
OK
```
